# Chen's derivative rule and the corrugation enhancement of a d_z² tip

The tunnelling matrix element $M$ between a tip state $\chi$ and a sample state $\psi$ is linear in $\psi$ and can be written as an integral over a surface in the vacuum gap. Both states obey $\nabla^2 f=\kappa^2 f$ there, and once both are replaced by their vacuum tails continued out of the gap, the surface may be deformed into a sphere about the tip centre $\mathbf r_0$. On that sphere a tip tail of angular momentum $(l,m)$ is orthogonal to every other partial wave of $\psi$. The $(l,m)$ partial wave of $\psi$ starts at degree $l$ in the Taylor series about $\mathbf r_0$, so its amplitude is an $l$-th derivative with the angular pattern of the tip orbital. The radius of the sphere cannot enter, which leaves $1/\kappa$ as the one length. With a tail amplitude $C$, the product $C\psi$ has dimension (length)$^{-3}$ and $\hbar^2/m$ is energy times (length)$^2$, so
$$M=\text{number}\times\frac{\hbar^2}{m\kappa}\,C^*\,P_l^*(\nabla/\kappa)\,\psi(\mathbf r_0),$$
with $P_l$ the harmonic polynomial of the orbital. With the tail normalised as in (A4) below, the number is $-2\pi$ for every $l$.

## Assumptions and conventions

The algebra is in atomic units; restoring units multiplies $M$ by $\hbar^2/m$. The plane $\Sigma$ is $z=z_s$, the sample lies below it, and $\Omega$ is the half-space above it, which contains $\mathbf r_0$. Let $\boldsymbol\rho=\mathbf r-\mathbf r_0$ and $d=z_0-z_s$.

(A1) Bardeen's first-order theory holds: the current is proportional to $\sum|M|^2$ over states at the Fermi level, with $M=\int_\Omega\chi^*U_T\psi\,d^3r$.

(A2) Both states have energy $E=-\kappa^2/2$ from one flat vacuum level. The tip potential $U_T$ is real and vanishes on and below $\Sigma$, and $\chi$ decays exponentially at infinity.

(A3) $\psi$ is the state of the sample without the tip. It is bounded and obeys $\nabla^2\psi=\kappa^2\psi$ in all of $\Omega$, the tip centre included.

(A4) Near $\Sigma$, $\chi=C\,k_l(\kappa\rho)P_l(\hat{\boldsymbol\rho})$, where $P_l$ is a homogeneous polynomial of degree $l$ with $\nabla^2P_l=0$, and
$$k_l(u)=(-u)^l\Big(\frac1u\frac{d}{du}\Big)^l k_0,\qquad k_0=\frac{e^{-u}}{u}.$$
Thus $k_1=e^{-u}(u^{-1}+u^{-2})$ and $k_2=e^{-u}(u^{-1}+3u^{-2}+3u^{-3})$.

## The derivative rule

**Theorem 1.** Under (A1) to (A4),
$$M=-\frac{2\pi C^*}{\kappa}\,P_l^*(\nabla/\kappa)\,\psi(\mathbf r_0).$$
The operator is $1$ for $s$, $\partial_z/\kappa$ for $p_z$, $\partial_x\partial_y/\kappa^2$ for $d_{xy}$, and $\partial_z^2/\kappa^2-\tfrac13$ for $d_{z^2}$ with angular factor $\cos^2\theta-\tfrac13$.

**Lemma 1 (surface form).** $M=\tfrac12\int_\Sigma(\chi^*\partial_z\psi-\psi\,\partial_z\chi^*)\,dx\,dy$.

*Proof.* The tip equation gives $U_T\chi^*=(E+\tfrac12\nabla^2)\chi^*$, and (A3) gives $E\psi=-\tfrac12\nabla^2\psi$. Hence $\chi^*U_T\psi=\tfrac12(\psi\nabla^2\chi^*-\chi^*\nabla^2\psi)=\tfrac12\nabla\cdot(\psi\nabla\chi^*-\chi^*\nabla\psi)$. In the divergence theorem the surface at infinity drops out because $\chi$ decays and $\psi$ is bounded. The outward normal on $\Sigma$ is $-\hat{\mathbf z}$, which reverses the sign of the bracket. $\square$

The divergence vanishes where $U_T=0$, so the value does not depend on $z_s$.

**Lemma 2 (representation of $\psi$).** With $g=e^{-\kappa\rho}/4\pi\rho=\kappa k_0(\kappa\rho)/4\pi$,
$$\psi(\mathbf r_0)=-\int_\Sigma(g\,\partial_z\psi-\psi\,\partial_z g)\,dx\,dy .$$

*Proof.* For $\rho>0$, $\nabla^2g=\rho^{-1}(\rho g)''=\kappa^2g$. The flux $4\pi\rho^2g'$ through a small sphere tends to $-1$, so $(\nabla^2-\kappa^2)g=-\delta(\boldsymbol\rho)$. Then $\int_\Omega(g\nabla^2\psi-\psi\nabla^2g)=\int_\Omega[g\kappa^2\psi-\psi(\kappa^2g-\delta)]=\psi(\mathbf r_0)$. The left side equals the flux of $g\nabla\psi-\psi\nabla g$ through $\Sigma$ along $-\hat{\mathbf z}$. $\square$

**Lemma 3 (Hobson's theorem).** For harmonic homogeneous $P_l$, $P_l(\nabla)F(\rho)=P_l(\boldsymbol\rho)\,(\rho^{-1}d/d\rho)^lF$.

*Proof.* Write $F=f(s)$ with $s=\rho^2/2$, so that $d/ds=\rho^{-1}d/d\rho$ and $\nabla f=\boldsymbol\rho f'$. Take the complex vector $\mathbf n=(i\cos\beta,i\sin\beta,1)$, which has $\mathbf n\cdot\mathbf n=0$. Then $(\mathbf n\cdot\nabla)f=(\mathbf n\cdot\boldsymbol\rho)f'$ and $(\mathbf n\cdot\nabla)(\mathbf n\cdot\boldsymbol\rho)=0$, so repeated action gives $(\mathbf n\cdot\nabla)^lf=(\mathbf n\cdot\boldsymbol\rho)^lf^{(l)}$. This is the claim for $P=(\mathbf n\cdot\boldsymbol\rho)^l$, which is harmonic since $\nabla^2P=l(l-1)(\mathbf n\cdot\mathbf n)(\mathbf n\cdot\boldsymbol\rho)^{l-2}=0$. Both sides are linear in $P$, so it remains to show that these powers span the space. With $w=x+iy$, $\mathbf n\cdot\boldsymbol\rho=z+\tfrac i2(we^{-i\beta}+\bar we^{i\beta})$. The coefficient of $e^{-im\beta}$ in the $l$-th power, for $m=-l,\dots,l$, is a Fourier projection in $\beta$ and hence a combination of the powers. It is nonzero, since it contains $z^{l-m}w^m$ (or $z^{l-|m|}\bar w^{|m|}$), and it varies as $e^{im\varphi}$ in azimuth, so these $2l+1$ polynomials are independent. Laplace's equation fixes the $z^{j+2}$ term of a harmonic polynomial from its $z^j$ term, so the free data are the $z^0$ and $z^1$ terms, with $(l+1)+l=2l+1$ coefficients. $\square$

For $l=2$ directly, $\partial_i\partial_jf=x_ix_jf''+\delta_{ij}f'$, and the second term is removed by the traceless coefficients of a harmonic quadratic.

**Lemma 4.** $P_l(\nabla_0)\,k_0(\kappa\rho)=\kappa^l\,k_l(\kappa\rho)P_l(\hat{\boldsymbol\rho})$, where $\nabla_0$ acts on $\mathbf r_0$.

*Proof.* With $u=\kappa\rho$, $\rho^{-1}d/d\rho=\kappa^2u^{-1}d/du$, and the definition gives $(u^{-1}d/du)^lk_0=(-u)^{-l}k_l$. Lemma 3 and $P_l(\boldsymbol\rho)=\rho^lP_l(\hat{\boldsymbol\rho})$ yield $P_l(\nabla)k_0=\rho^l\kappa^{2l}(-\kappa\rho)^{-l}k_lP_l(\hat{\boldsymbol\rho})=(-\kappa)^lk_lP_l(\hat{\boldsymbol\rho})$. Since $\nabla_0=-\nabla$ on a function of $\mathbf r-\mathbf r_0$, a further $(-1)^l$ cancels the sign. $\square$

The tail in (A4) is therefore a derivative of a decaying solution of the vacuum equation, and so is one itself.

*Proof of Theorem 1.* By Lemma 4, $\chi^*=C^*(4\pi/\kappa)P_l^*(\nabla_0/\kappa)\,g$ near $\Sigma$. Insert this in Lemma 1. The integrand is smooth in $\mathbf r_0$ for $d>0$ and decays exponentially along $\Sigma$, so the derivatives move outside the integral:
$$M=\frac12\,\frac{4\pi C^*}{\kappa}P_l^*(\nabla_0/\kappa)\int_\Sigma(g\,\partial_z\psi-\psi\,\partial_zg)\,dx\,dy .$$
The integral is $-\psi(\mathbf r_0)$ by Lemma 2. For $d_{z^2}$ the homogeneous form of $\cos^2\theta-\tfrac13$ is $z^2-\rho^2/3$, so the operator is $(\partial_z^2-\nabla^2/3)/\kappa^2$, and (A3) replaces $\nabla^2$ by $\kappa^2$. $\square$

*Remark 1 (what is differentiated).* The function evaluated at $\mathbf r_0$ is the tip-free vacuum tail continued to the tip centre. It is not the wave function of the coupled system there. The interior of the tip enters through $C$ alone.

*Remark 2 (unequal decay constants).* Let the tip tail have $\kappa_t\ne\kappa$, and take $\psi=e^{-\kappa(z-z_0)}$. The plane integral $X(z)=\int\chi^*dx\,dy$ obeys $X''=\kappa_t^2X$ and decays downward, so $X\propto e^{\kappa_t(z-z_0)}$. The surface integral is $-\tfrac12(\kappa+\kappa_t)X\psi\propto e^{(\kappa-\kappa_t)d}$, which depends on the plane, so the theorem fails. A bias field or an image potential breaks (A2) and (A3) in the gap; both are left out here.

*Remark 3 (plane-wave factors).* A vacuum component $e^{i\mathbf q\cdot\mathbf x-\alpha z}$, with $\mathbf x=(x,y)$, has $\alpha^2=\kappa^2+q^2$. The operator multiplies it by
$$f_s=1,\qquad f_p=-\alpha/\kappa,\qquad f_d=\alpha^2/\kappa^2-\tfrac13=\tfrac23+q^2/\kappa^2 .$$
The $p_z$ and $d_{z^2}$ tips weight large $q$ more heavily than the $s$ tip. For $p_x$ the factor is $iq_x/\kappa$, which vanishes at $q=0$; the ratios of Theorem 2 do not apply to such orbitals.

**Numerical check.** Take a barrier $\phi=4$ eV. With $\hbar^2/m=7.6200$ eV Å², $\kappa=(2\times4/7.6200)^{1/2}=1.0246$ Å⁻¹ and $2\pi\hbar^2/m\kappa=46.727$ eV Å³, with $C=1$ and $\psi$ dimensionless. The tip is a spherical well of radius 1.5 Å whose depth binds the $l$ state at $-\phi$: 12.08, 23.46, 40.08 and 61.62 eV for $l=0$ to 3. The sample function is a sum of three waves with amplitudes $1$, $0.6+0.3i$, $-0.4+0.5i$ at $\mathbf r_0$ and $\mathbf q=(0,0)$, $(1.1,-0.4)$, $(-0.5,0.9)$ Å⁻¹. With $\kappa^2=8/7.62=1.0499$ Å⁻², the factors $f_d$ are $0.6667$, $0.6667+1.37/1.0499=1.9716$ and $0.6667+1.06/1.0499=1.6763$. The weighted sum is $1.179+1.430i$, so $M=-46.727(1.179+1.430i)=-55.1-66.8i$ eV Å³. The volume integral over the well and the surface integral at $d=2.5$ Å both give $-55.09503-66.80184i$ eV Å³. Over ten orbitals from $s$ to $f_{z^3}$ both integrals were tested against the rule, and the largest deviation is $3\times10^{-12}$ of the prefactor. Dropping the $-\tfrac13$ shifts $M$ by $|1.2+0.8i|/3$ in units of the prefactor, 25.9 % of the surface value. For $\kappa_t=1.1\kappa$, moving the plane from $d=2.0$ to $2.5$ Å multiplies the integral by $e^{-0.1\times1.0246\times0.5}=0.95006$, as the quadrature confirms.

## Corrugation enhancement from two states

The enhancement $E$ is the constant-current corrugation of a tip divided by that of an $s$ tip at the same mean centre height $z$. The amplitude $C$ cancels. Its value depends on which sample states carry the corrugation.

**Lemma 5 (slowest decay).** The Fourier component $\mathbf G$ of $|M|^2$ arises from products of components $\mathbf q$ and $\mathbf q-\mathbf G$, which decay as $e^{-[\alpha(\mathbf q)+\alpha(\mathbf q-\mathbf G)]z}$. The exponent is smallest at $\mathbf q=\mathbf G/2$.

*Proof.* $\alpha(\mathbf q)$ is the length of the vector $(\kappa,\mathbf q)$. The triangle inequality for $(\kappa,\mathbf q)$ and $(\kappa,\mathbf G-\mathbf q)$ gives a sum of lengths at least $|(2\kappa,\mathbf G)|=2\alpha(G/2)$. Equality needs parallel vectors, and equal first components then force $\mathbf q=\mathbf G-\mathbf q$. $\square$

**Theorem 2.** To first order in the relative modulation of the current:

(a) If a state $e^{-\kappa z}$ carries the mean current and a standing wave $b\cos(qx)e^{-\alpha z}$ with $q=G/2$ the modulation, then $E_p=1+q^2/\kappa^2$ and $E_d=(1+3q^2/2\kappa^2)^2$.

(b) If one state $e^{-\kappa z}+b\cos(Gx)e^{-\alpha(G)z}$ carries both, then $E_d=1+3G^2/2\kappa^2$.

*Proof.* (a) The two states add in current: $I\propto f(0)^2e^{-2\kappa z}+\tfrac12b^2f(q)^2(1+\cos Gx)e^{-2\alpha z}$. When the second term is small, the relative modulation is $\tfrac12b^2[f(q)/f(0)]^2e^{-2(\alpha-\kappa)z}$ and the mean current has logarithmic slope $2\kappa$ for every tip. The height change that restores the current is the modulation divided by $2\kappa$, so $E=[f(q)/f(0)]^2$. For $p_z$ this is $\alpha^2/\kappa^2$, and for $d_{z^2}$, $f_d(q)/f_d(0)=(\tfrac23+q^2/\kappa^2)/\tfrac23$. (b) The components add in amplitude: $I\propto f(0)^2e^{-2\kappa z}+2bf(0)f(G)\cos Gx\,e^{-[\kappa+\alpha(G)]z}+O(b^2)$, so $E=f(G)/f(0)$. $\square$

*Remark 4.* In (a) the partner $\sin qx$ must be absent or weaker at the Fermi level, since $\cos^2+\sin^2$ has no modulation. If it is, (a) outlasts (b) at large $z$ by Lemma 5.

For a period $a=2.5$ Å, $G=2.5133$ Å⁻¹, $q=1.2566$ Å⁻¹ and $q^2/\kappa^2=1.5041$. The decay constants are $2\alpha(G/2)=3.2428$ Å⁻¹ and $\kappa+\alpha(G)=3.7387$ Å⁻¹. Case (a) gives $E_p=2.504$ and $E_d=(1+2.2562)^2=10.60$; case (b) gives $1+6\times1.5041=10.02$. Surface quadrature of $M$ reproduces the three values. The closeness of 10.60 and 10.02 belongs to these parameters: with $x=3q^2/2\kappa^2$ the difference is $(1+x)^2-(1+4x)=x(x-2)$, and here $x=2.256$.

## A full band at finite height

Theorem 2 gives the mean current to $q=0$ alone. A surface band supplies a continuum of $\mathbf q$. Take a square lattice of orbitals $\varphi=k_0(\kappa r)$ centred at $\mathbf R$ in the plane $z=0$, and Bloch states $N^{-1/2}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\varphi(\mathbf r-\mathbf R)$ that all lie at the one energy of (A2), as in a flat band, and contribute with equal weight over the whole zone, orbital overlap being neglected. Since $\sum_{\mathbf k}e^{i\mathbf k\cdot(\mathbf R-\mathbf R')}=N\delta_{\mathbf{RR}'}$, the current, up to a constant, is $I=\sum_{\mathbf R}|P(\nabla/\kappa)\varphi(\mathbf r_0-\mathbf R)|^2$.

**Lemma 6 (Fourier components).** With primes denoting $\mathbf q-\mathbf G$,
$$I_{\mathbf G}(z)=\frac1{(a\kappa)^2}\int d^2q\;ff'\,\frac{e^{-(\alpha+\alpha')z}}{\alpha\alpha'} .$$

*Proof.* The lateral transform of the equation for $g$ is $(\partial_z^2-\alpha^2)\tilde g=-\delta(z)$, solved by $e^{-\alpha|z|}/2\alpha$. Since $k_0=4\pi g/\kappa$, the function $h=P(\nabla/\kappa)\varphi$ has $\tilde h=2\pi fe^{-\alpha z}/\kappa\alpha$ for $z>0$. The cell average of the lattice sum times $e^{-i\mathbf G\cdot\mathbf x}$ unfolds to $a^{-2}\int d^2x\,|h|^2e^{-i\mathbf G\cdot\mathbf x}$ over the plane. Inserting both transforms gives $(2\pi)^2\delta(\mathbf q-\mathbf q'-\mathbf G)$ and leaves $a^{-2}(2\pi)^{-2}\int d^2q\,\tilde h(\mathbf q)\tilde h^*(\mathbf q-\mathbf G)$, with real $f$. $\square$

For $\mathbf G=0$, $q\,dq=\alpha\,d\alpha$. With $\tau=\alpha/\kappa$, $u=2\kappa z$ and $\mathcal E_n(u)=\int_1^\infty\tau^{-n}e^{-u\tau}d\tau$, one has $I_0=2\pi(a\kappa)^{-2}\int_1^\infty f^2e^{-u\tau}d\tau/\tau$. This is $\mathcal E_1$ for $s$. For $d_{z^2}$, $(\tau^2-\tfrac13)^2/\tau=\tau^3-\tfrac23\tau+\tfrac1{9\tau}$ gives $\mathcal E_{-3}-\tfrac23\mathcal E_{-1}+\tfrac19\mathcal E_1$. These forms and the components $(0,0)$, $(1,0)$, $(1,1)$ were tested against real-space lattice sums at $z=4,5,6$ Å.

**Lemma 7 (contour).** Let $\varepsilon=4I_G/I_0$, $\eta=4I_{(1,1)}/I_0$ and $\lambda=-d\ln I_0/dz$. With harmonics beyond $(1,1)$ neglected, the top-to-hollow corrugation is $\Delta z=(2\varepsilon/\lambda)[1+O(\varepsilon^2,\eta)]$.

*Proof.* $I=I_0+2I_G(\cos Gx+\cos Gy)+2I_{(1,1)}[\cos G(x+y)+\cos G(x-y)]$. This is $I_0(1+\varepsilon+\eta)$ on top and $I_0(1-\varepsilon+\eta)$ at $(a/2,a/2)$. Setting $I(z+\delta)=I_0(z)$ gives $\delta=(\pm\varepsilon+\eta)/\lambda$ at first order. The two sites differ by the sign of $\varepsilon$, so the difference keeps odd powers of $\varepsilon$, and the first corrections are $\varepsilon^3$ and $\varepsilon\eta$. $\square$

The linear enhancement is thus $E(z)=(\varepsilon/\varepsilon_s)(\lambda_s/\lambda)$.

**Theorem 3.** In this model, with $t=\alpha(G/2)/\kappa$, $f=t^2-\tfrac13$ and $E_\infty$ the value of Theorem 2(a),
$$E(z)=E_\infty\Big[1+\frac c{\kappa z}+O\big((\kappa z)^{-2}\big)\Big],$$
$$c_d=\frac{t^3+t}f-\frac{2(t^2-1)t^3}{f^2}-3,\qquad c_p=\frac12\Big(\frac3t-t\Big)-1 .$$

*Proof.* Put $\mathbf q=\mathbf G/2+\mathbf p$ with $\mathbf G$ along $x$, $q_0=G/2$, $\alpha_0=\kappa t$. Then $\alpha_\pm^2=\alpha_0^2+p^2\pm2q_0p_x$. From $\sqrt{1+y}=1+y/2-y^2/8+\dots$,
$$\alpha_++\alpha_-=2\alpha_0+\frac{p^2}{\alpha_0}-\frac{q_0^2p_x^2}{\alpha_0^3}+O(p^4)=2\alpha_0+\frac{\kappa^2p_x^2}{\alpha_0^3}+\frac{p_y^2}{\alpha_0}+O(p^4),$$
using $\alpha_0^2-q_0^2=\kappa^2$. The ratio $I_G/I_G^s$ is the average of $f_+f_-$ in the weight $e^{-(\alpha_++\alpha_-)z}/\alpha_+\alpha_-$. At large $z$ the weight is Gaussian, and $\langle p^2\rangle=1/2A$ for $e^{-Ap^2}$ gives $\langle p_x^2\rangle=\kappa t^3/2z$ and $\langle p_y^2\rangle=\kappa t/2z$. The quartic terms and the factor $1/\alpha_+\alpha_-$ change these averages by relative order $1/z$ and so enter at order $z^{-2}$.

For $d_{z^2}$, $f_\pm=f+p^2/\kappa^2\pm2q_0p_x/\kappa^2$, so $f_+f_-=f^2+2fp^2/\kappa^2-4q_0^2p_x^2/\kappa^4+O(p^4)$. With $q_0^2/\kappa^2=t^2-1$,
$$\frac{\langle f_+f_-\rangle}{f^2}=1+\frac1{\kappa z}\Big[\frac{t^3+t}f-\frac{2(t^2-1)t^3}{f^2}\Big].$$
The mean current is the case $t=1$, $f=\tfrac23$, where the bracket is $3$.

For $p_z$, $(\alpha_+\alpha_-)^2=(\alpha_0^2+p^2)^2-4q_0^2p_x^2$, whose root is $\alpha_0^2[1+p^2/\alpha_0^2-2q_0^2p_x^2/\alpha_0^4]$ to this order. The averages give $[\tfrac12(t+1/t)-(t^2-1)/t]/\kappa z=\tfrac12(3/t-t)/\kappa z$, with coefficient $1$ at $t=1$.

The ratio $\varepsilon/\varepsilon_s$ is the $G$ average over the $0$ average, so the coefficients subtract. For the slopes, $\lambda_d-\lambda_s=-\frac d{dz}\ln(I_0^d/I_0^s)=3/\kappa z^2$ at leading order, which relative to $2\kappa$ is of order $(\kappa z)^{-2}$; the same argument holds for $p_z$. $\square$

*Remark 5 (meaning).* At finite height the mean current draws on a disc about $q=0$, with $\langle q^2\rangle=\kappa/z$ at leading order in $1/\kappa z$. The filter $f_d$ has its minimum at $q=0$, so this spread raises the background of the $d_{z^2}$ tip by $1+3/\kappa z$ at the same order. In the $G$ component $f_+$ and $f_-$ move in opposite directions along $p_x$, which offsets the gain. As $G\to0$, $t\to1$ and both $c$ vanish with $E_\infty\to1$.

## Reading the numbers

With $t=1.5824$, $t^3=1.5824\times2.5041=3.9625$ and $f=2.1708$, $c_d=5.5449/2.1708-2(1.5041)(3.9625)/4.7124-3=2.554-2.529-3=-2.975$, and $c_p=\tfrac12(1.8959-1.5824)-1=-0.843$. Extrapolating the quadrature of Lemma 6 from large heights gives $-2.9751$ and $-0.8433$, against $-2.9753$ and $-0.8433$ from the formulas.

At $z=5$ Å, $\kappa z=5.123$. Lemma 7 gives for $d_{z^2}$ $\Delta z=2\times0.0655/2.3460=0.0558$ Å. The contours found by root search on the lattice sum are 0.0088 Å for $s$, 0.0193 Å for $p_z$ and 0.056 Å (5.6 pm) for $d_{z^2}$, so $E_p=2.18$ and $E_d=6.32$, against limits of 2.50 and 10.60.

The linear value 6.313 factors as $10.603\times R_G/R_0\times\lambda_s/\lambda_d$, where $R_0=\tfrac94I_0^d/I_0^s$ and $R_G=I_G^d/f^2I_G^s$. The background gain is $R_0=1.780$ and the slope ratio is $2.2339/2.3460=0.952$; the slope difference, 0.112 Å⁻¹, compares with $3/\kappa z^2=0.117$ Å⁻¹. Solving for the remaining factor gives $R_G=1.11$. The background therefore accounts for most of the loss. The first-order estimates of these gains are $1+3/5.123=1.59$ and $1+0.025/5.123=1.005$, so higher orders are large at this height, and the truncated formula gives $10.60(1-2.975/5.123)=4.4$ in place of 6.3. At 4 to 6 Å the integrals of Lemma 6 are needed.

The contour enhancements for $d_{z^2}$ are 5.70, 6.32 and 6.85 at 4, 5 and 6 Å, and those for $p_z$ are 2.12, 2.18 and 2.23. Here $z$ labels the set point $I_0(z)$, as in Lemma 7; the mean height of the contour differs from it at second order in $\varepsilon$, by $-0.004$ Å for $d_{z^2}$ at 4 Å. Holding the mean height itself at $z$ lowers $E_d$ by 0.02 at 4 Å and by less than 0.005 at 5 and 6 Å. Over the same range the $d_{z^2}$ corrugation falls from 0.162 to 0.019 Å: the enhancement grows with height while the signal decays. Every contour was tested to lie within $3(\varepsilon^2+\eta)$ of the linear value, relatively; the largest departure is at 4 Å for $d_{z^2}$, 0.1620 against 0.1597 Å, or 1.5 % of the linear value, with $\varepsilon=0.1955$. At 10, 20 and 50 Å the linear $E_d$ is 8.09, 9.23 and 10.02, and the order-$1/z$ form lies below it by 7 %, 1.8 % and 0.3 % of these values. The full set is in the numerical output below.

All values assume a single tip orbital. The finite-height values also rest on the equal weighting of all $\mathbf k$, but the coefficients $c$ do not. A smooth weight $w(\mathbf k)$ that is nonzero at $0$ and $\mathbf G/2$ multiplies the averaging weight in the proof of Theorem 3 as $1/\alpha_+\alpha_-$ does, so it cancels from $E_\infty$ and $c$ and first enters at order $(\kappa z)^{-2}$. Orbital overlap, $e^{-\kappa a}=0.077$ between neighbours, acts as such a weight through the normalisation of the Bloch states, and it lowers $E_d$ at 5 Å by about 5 %. A weight that vanishes or is singular at $0$ or $\mathbf G/2$, such as a sharp Fermi contour, is not covered, so the finite-height values illustrate the mechanism and are not predictions for a metal surface at low bias. Tip–sample forces, which alter the geometry, are not included. A tip state that mixes several $l$ adds the terms of Theorem 1 in amplitude, and separate tip states add in current.

## Computed values

```
barrier = 4.0 eV, a = 2.5 A, well radius = 1.5 A
hbar^2/m = 7.6200 eV A^2, kappa = 1.0246 1/A, 2 pi hbar^2/(m kappa) = 46.727 eV A^3
G = 2.5133 1/A, q = G/2 = 1.2566 1/A, q^2/kappa^2 = 1.5041
alpha(G/2) = 1.6214 1/A, alpha(G) = 2.7141 1/A, t = 1.5824, f_d = 2.1708
2 alpha(G/2) = 3.2428 1/A, kappa + alpha(G) = 3.7387 1/A
test wave: c = 1.0+0.0j, q = (0.0, 0.0) 1/A
test wave: c = 0.6+0.3j, q = (1.1, -0.4) 1/A
test wave: c = -0.4+0.5j, q = (-0.5, 0.9) 1/A
well depth l=0,1,2,3: 12.08, 23.46, 40.08, 61.62 eV
M s volume = -56.07193-37.38129j eV A^3
M s surface d=2.5 A = -56.07193-37.38129j eV A^3
M s rule = -56.07193-37.38129j eV A^3
M pz volume = 62.79448+54.40232j eV A^3
M pz surface d=2.5 A = 62.79448+54.40232j eV A^3
M pz rule = 62.79448+54.40232j eV A^3
M dz2 volume = -55.09503-66.80184j eV A^3
M dz2 surface d=2.5 A = -55.09503-66.80184j eV A^3
M dz2 rule = -55.09503-66.80184j eV A^3
largest deviation, 10 orbitals = 3e-12 of the prefactor
dz2 error if -1/3 is dropped = 25.9 %
kappa_tip = 1.1 kappa: M(d=2.5 A)/M(d=2.0 A) = 0.95006
E_inf pz: formula 2.5041, surface quadrature 2.5041
E_inf dz2: formula 10.6027, surface quadrature 10.6027
Gamma-G interference, dz2: formula 10.0247, quadrature 10.0247
c pz: formula -0.8433, extrapolated -0.8433
c dz2: formula -2.9753, extrapolated -2.9751
z = 4 A: kappa z = 4.099, 9/4 I0(dz2)/I0(s) = 2.0449
  s: dz = 0.02844 A (linear 0.02846 A), eps = 0.0324, -dlnI0/dz = 2.2763 1/A
  pz: dz = 0.06031 A (linear 0.06035 A), eps = 0.0702, -dlnI0/dz = 2.3264 1/A
  dz2: dz = 0.16200 A (linear 0.15968 A), eps = 0.1955, -dlnI0/dz = 2.4480 1/A
  E contour: pz 2.121, dz2 5.696; linear: pz 2.120, dz2 5.610
z = 5 A: kappa z = 5.123, 9/4 I0(dz2)/I0(s) = 1.7799
  s: dz = 0.00884 A (linear 0.00884 A), eps = 0.0099, -dlnI0/dz = 2.2339 1/A
  pz: dz = 0.01930 A (linear 0.01931 A), eps = 0.0219, -dlnI0/dz = 2.2671 1/A
  dz2: dz = 0.05585 A (linear 0.05581 A), eps = 0.0655, -dlnI0/dz = 2.3460 1/A
  E contour: pz 2.184, dz2 6.319; linear: pz 2.184, dz2 6.313
z = 6 A: kappa z = 6.148, 9/4 I0(dz2)/I0(s) = 1.6202
  s: dz = 0.00273 A (linear 0.00273 A), eps = 0.0030, -dlnI0/dz = 2.2049 1/A
  pz: dz = 0.00608 A (linear 0.00608 A), eps = 0.0068, -dlnI0/dz = 2.2285 1/A
  dz2: dz = 0.01866 A (linear 0.01866 A), eps = 0.0213, -dlnI0/dz = 2.2837 1/A
  E contour: pz 2.229, dz2 6.845; linear: pz 2.229, dz2 6.845
z = 10 A: E linear pz 2.327, dz2 8.092, dz2 to order 1/z 7.524
z = 20 A: E linear pz 2.410, dz2 9.226, dz2 to order 1/z 9.063
z = 50 A: E linear pz 2.464, dz2 10.016, dz2 to order 1/z 9.987
```
